**Landé interval rule in d shells, with Sn$^{12+}$ as the example**

Within one term of orbital momentum $L$ and spin $S$, first-order spin-orbit coupling acts as $A\,\mathbf L\cdot\mathbf S$, so that $E_J-E_{J-1}=AJ$, where $J$ is the total angular momentum and $A$ the constant of the term. The program builds the many-electron matrices from fermion operators and asserts this form, the level energies and the zero weighted mean shift in all 50 terms of d$^2$, d$^3$, d$^4$, d$^5$ and d$^8$; 14 of these terms have two or more nonzero intervals. It also asserts $A=\pm\zeta/(2S)$ for the Hund ground terms away from half filling, where $\zeta$ is the radial spin-orbit energy of the shell. For d$^2$ it asserts the mixing elements of $^3F$ with $^1D$, $^3P$ and $^1G$, the unmixed $J=3$ level, the closed root for $J=4$ and the second-order law at small $\zeta$. With round parameters roughly typical of Sn$^{12+}$, the rule gives $^3F$ intervals of 0.975 and 1.300 eV, while diagonalization within 4d$^2$ gives 1.271 and 1.118 eV. The output shows the interval ratio approaching $4/3$ as $\zeta$ is reduced at fixed Slater integrals. It also lists the wavelengths of three model lines near 13.5 nm, a bound on the scale of magnetic coupling between the 4d electrons, and the Doppler width.

## Numerical verification

```python
"""
Lande interval rule. Result under test: inside one LS term the operator
V = sum_i xi(r_i) l_i.s_i acts as A L.S, so that
    E_J = (A/2) [J(J+1) - L(L+1) - S(S+1)],   E_J - E_(J-1) = A J.
Symbols: L, S, J orbital, spin and total angular momentum (units of hbar);
zeta = radial mean of xi for the open d shell; A = constant of the term;
F2, F4 = Slater integrals of the electron repulsion (F0 shifts all levels
of one configuration equally and is set to zero).
The many-electron matrices are built from fermion operators for the ten
d spin-orbitals; the rule itself is not used in building them.
The example is a model of Sn12+ (4d2) with round, roughly typical parameters.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from sympy.physics.wigner import wigner_3j

zeta, F2, F4 = 0.65, 12.0, 8.0      # eV, model inputs

# ---------- one-electron matrices, index = 2*(m+2) + (0 down, 1 up) ----------
m_values = np.arange(-2, 3)
lz = np.diag(m_values.astype(float))
lp = np.zeros((5, 5))
for m in range(-2, 2):
    lp[m + 3, m + 2] = np.sqrt(6 - m * (m + 1))
sz = np.diag([-0.5, 0.5])
s_plus = np.array([[0.0, 0.0], [1.0, 0.0]])
one5, one2 = np.eye(5), np.eye(2)
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(lp, s_plus.T) + np.kron(lp.T, s_plus))

# ---------- annihilation operators on the 1024-dimensional Fock space ----------
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
unit = sp.identity(2, format="csr")
annihilate = []
for p in range(10):
    op = sp.identity(1, format="csr")
    for q in range(10):
        factor = parity if q < p else (lower if q == p else unit)
        op = sp.kron(op, factor, format="csr")
    annihilate.append(op)


def one_body(h):
    total = sp.csr_matrix((1024, 1024))
    for p, q in zip(*np.nonzero(h)):
        total = total + h[p, q] * (annihilate[p].T @ annihilate[q])
    return total.tocsr()


def angular(k, m, mp):
    """Matrix element <2 m| C^k_(m-mp) |2 mp> of a Racah spherical harmonic."""
    value = wigner_3j(2, k, 2, 0, 0, 0) * wigner_3j(2, k, 2, -m, m - mp, mp)
    return (-1) ** m * 5 * float(value)


ck = {(k, m, mp): angular(k, m, mp)
      for k in (2, 4) for m in range(-2, 3) for mp in range(-2, 3)
      if abs(m - mp) <= k}


def repulsion():
    pair = {(p, q): annihilate[q] @ annihilate[p]
            for p in range(10) for q in range(10) if p != q}
    total = sp.csr_matrix((1024, 1024))
    for m1 in range(-2, 3):
        for m2 in range(-2, 3):
            for m3 in range(-2, 3):
                m4 = m1 + m2 - m3
                if abs(m4) > 2:
                    continue
                g = sum(F * ck.get((k, m1, m3), 0.0) * ck.get((k, m4, m2), 0.0)
                        for k, F in ((2, F2), (4, F4)))
                for s1 in (0, 1):
                    for s2 in (0, 1):
                        a, b = 2 * (m1 + 2) + s1, 2 * (m2 + 2) + s2
                        c, d = 2 * (m3 + 2) + s1, 2 * (m4 + 2) + s2
                        if a != b and c != d and g != 0.0:
                            total = total + 0.5 * g * (pair[a, b].T @ pair[c, d])
    return total.tocsr()


fock = {"C": repulsion(), "V": one_body(l_dot_s),
        "Lz": one_body(np.kron(lz, one2)), "Lp": one_body(np.kron(lp, one2)),
        "Sz": one_body(np.kron(one5, sz)), "Sp": one_body(np.kron(one5, s_plus))}
electron_count = np.rint(one_body(np.eye(10)).diagonal()).astype(int)


def shell(n):
    """Dense matrices for n electrons; V is in units of zeta."""
    idx = np.where(electron_count == n)[0]
    o = {name: mat[idx][:, idx].toarray() for name, mat in fock.items()}
    o["L2"] = o["Lp"].T @ o["Lp"] + o["Lz"] @ o["Lz"] + o["Lz"]
    o["S2"] = o["Sp"].T @ o["Sp"] + o["Sz"] @ o["Sz"] + o["Sz"]
    o["LS"] = o["Lz"] @ o["Sz"] + 0.5 * (o["Lp"] @ o["Sp"].T + o["Lp"].T @ o["Sp"])
    o["J2"] = o["L2"] + o["S2"] + 2 * o["LS"]
    return o


def columns_by_J(J2):
    """Dictionary 2J -> orthonormal columns spanning that J."""
    w, v = np.linalg.eigh(J2)
    two_J = np.rint(np.sqrt(np.abs(1 + 4 * w))).astype(int) - 1
    return {int(t): v[:, two_J == t] for t in np.unique(two_J)}


def find_terms(o):
    """Eigenspaces of the repulsion, accidental degeneracies split by L2, S2."""
    w, v = np.linalg.eigh(o["C"] + 0.01 * np.pi * o["L2"] + 0.01 * np.e * o["S2"])
    cuts = np.where(np.diff(w) > 1e-7)[0] + 1
    terms = []
    for B in np.split(v, cuts, axis=1):
        dim = B.shape[1]
        two_L = int(np.rint(np.sqrt(1 + 4 * np.trace(B.T @ o["L2"] @ B) / dim))) - 1
        two_S = int(np.rint(np.sqrt(1 + 4 * np.trace(B.T @ o["S2"] @ B) / dim))) - 1
        assert dim == (two_L + 1) * (two_S + 1)
        energy = np.trace(B.T @ o["C"] @ B) / dim
        terms.append((energy, two_L / 2, two_S / 2, B))
    return sorted(terms, key=lambda t: t[0])


# ---------- the rule in every term of several d^n shells ----------
print("Hund ground terms (A/zeta from the highest interval of projected V):")
terms_checked = multi_interval = 0
for n, ion in ((2, "Sn12+"), (3, "Sn11+"), (4, "Sn10+"), (5, "Sn9+"), (8, "Sn6+")):
    o = shell(n)
    for rank, (energy, L, S, B) in enumerate(find_terms(o)):
        W = B.T @ o["V"] @ B
        X = B.T @ o["LS"] @ B
        level = {}
        for two_J, U in columns_by_J(B.T @ o["J2"] @ B).items():
            e = np.linalg.eigvalsh(U.T @ W @ U)
            assert np.ptp(e) < 1e-9
            level[two_J / 2] = e.mean()
        Js = sorted(level)
        assert len(Js) == int(2 * min(L, S)) + 1
        A = (level[Js[-1]] - level[Js[-2]]) / Js[-1] if len(Js) > 1 else 0.0
        assert np.abs(W - A * X).max() < 1e-9
        for J in Js:
            rule = 0.5 * A * (J * (J + 1) - L * (L + 1) - S * (S + 1))
            assert abs(level[J] - rule) < 1e-9
        for low, high in zip(Js[:-1], Js[1:]):
            assert abs(level[high] - level[low] - A * high) < 1e-9
        assert abs(sum((2 * J + 1) * level[J] for J in Js)) < 1e-8
        if n == 5:
            assert abs(A) < 1e-9
        terms_checked += 1
        multi_interval += (len(Js) > 2 and abs(A) > 1e-9)
        if rank == 0:
            if n != 5:
                assert abs(A - np.sign(5 - n) / (2 * S)) < 1e-9
            print(f"  {ion} 4d{n}: L = {L:.0f}, S = {S:.1f}, A/zeta = {A + 0.0:.4f}")
print(f"terms checked: {terms_checked}; with two or more nonzero intervals: {multi_interval}")

# ---------- worked example: 4d2 with term mixing ----------
d2 = shell(2)
terms = {(int(L), int(S)): (E, B) for E, L, S, B in find_terms(d2)}
E_F, B_F = terms[3, 1]
gap_D, gap_G = terms[2, 0][0] - E_F, terms[4, 0][0] - E_F
gap_P = terms[1, 1][0] - E_F
J_columns = columns_by_J(d2["J2"])


def lowest(J, z, scale=1.0):
    """Lowest level of given J (eV) and its weight in the 3F term."""
    U = J_columns[2 * J]
    e, u = np.linalg.eigh(U.T @ (scale * d2["C"] + z * d2["V"]) @ U)
    return e[0], np.sum((B_F.T @ (U @ u[:, 0])) ** 2)


def intervals(z, scale=1.0):
    e2, e3, e4 = (lowest(J, z, scale)[0] for J in (2, 3, 4))
    return e3 - e2, e4 - e3


# squared mixing elements per state, in units of zeta^2
mix_D = np.sum((terms[2, 0][1].T @ d2["V"] @ B_F) ** 2) / 5
mix_G = np.sum((terms[4, 0][1].T @ d2["V"] @ B_F) ** 2) / 9
mix_P = np.sum((terms[1, 1][1].T @ d2["V"] @ B_F) ** 2)
assert abs(mix_D - 12 / 5) < 1e-9 and abs(mix_G - 1) < 1e-9 and mix_P < 1e-9

A = zeta / 2
assert J_columns[6].shape[1] == 7       # one single J = 3 level in d2
assert abs(lowest(3, zeta)[0] - (E_F - A)) < 1e-9
root = E_F + (gap_G + 3 * A) / 2 - np.sqrt(((gap_G - 3 * A) / 2) ** 2 + zeta ** 2)
assert abs(lowest(4, zeta)[0] - root) < 1e-9

# second-order law: next order is smaller by about zeta/gap = 5e-4
small = 1e-3
i32, i43 = intervals(small)
assert abs((i32 - 1.5 * small) / (2.4 * small ** 2 / gap_D) - 1) < 5e-3
assert abs((i43 - 2.0 * small) / (-small ** 2 / gap_G) - 1) < 5e-3

full32, full43 = intervals(zeta)
second32 = 3 * A + 2.4 * zeta ** 2 / gap_D
second43 = 4 * A - zeta ** 2 / gap_G
print(f"inputs: zeta = {zeta:.2f} eV, F2 = {F2:.1f} eV, F4 = {F4:.1f} eV")
print(f"A of 3F = {A:.4f} eV")
print(f"gap 3F to 1D = {gap_D:.4f} eV")
print(f"gap 3F to 3P = {gap_P:.4f} eV")
print(f"gap 3F to 1G = {gap_G:.4f} eV")
print(f"squared mixing 3F2-1D2 = {mix_D:.4f} zeta^2, 3F4-1G4 = {mix_G:.4f} zeta^2")
for J in (2, 3, 4):
    first = 0.5 * A * (J * (J + 1) - 14)
    e, weight = lowest(J, zeta)
    print(f"J = {J}: first-order shift {first:.4f} eV, full 4d2 shift {e - E_F:.4f} eV,"
          f" 3F weight {weight:.4f}")
print("intervals in eV:            E3-E2    E4-E3    ratio")
for name, x, y in (("first order (rule)", 3 * A, 4 * A),
                   ("second order", second32, second43),
                   ("full 4d2", full32, full43),
                   ("full, F2 and F4 x 0.85", *intervals(zeta, 0.85))):
    print(f"  {name:24s} {x:8.4f} {y:8.4f} {y / x:8.4f}")
print(f"full minus rule: {100 * (full32 / (3 * A) - 1):.1f} % for E3-E2,"
      f" {100 * (full43 / (4 * A) - 1):.1f} % for E4-E3")
print("ratio (E4-E3)/(E3-E2) from full 4d2 as zeta changes (rule: 4/3):")
for z in (0.0065, 0.065, 0.2, 0.65):
    x, y = intervals(z)
    print(f"  zeta = {z:.4f} eV: ratio = {y / x:.4f}")
x, y = intervals(1e-4)
assert abs(y / x - 4 / 3) < 1e-3

# ---------- lines from one J = 3 upper level to the three 3F levels ----------
hc = const.h * const.c / const.e * 1e9      # eV nm
centre = 13.5                               # nm, line to J = 3
photon = hc / centre
print(f"photon energy at {centre:.1f} nm = {photon:.3f} eV")
print(f"2 % band: {0.99 * centre:.3f} to {1.01 * centre:.3f} nm")
for name, x, y in (("rule", 3 * A, 4 * A), ("full 4d2", full32, full43)):
    print(f"lines, {name}: to J=2 {hc / (photon + x):.3f} nm, to J=3 {centre:.3f} nm,"
          f" to J=4 {hc / (photon - y):.3f} nm")

# ---------- sizes of other neglected effects ----------
charge_min = 13         # core charge 14 less one other 4d electron
print(f"bound on magnetic scale between 4d electrons (Q = {charge_min}):"
      f" {zeta / (2 * charge_min):.4f} eV")
T_ion, mass_u = 30.0, 119.0                 # eV, atomic mass units (rough)
rest = mass_u * const.atomic_mass * const.c ** 2 / const.e
doppler = photon * np.sqrt(8 * np.log(2) * T_ion / rest)
print(f"Doppler full width at ion temperature {T_ion:.0f} eV, mass {mass_u:.0f} u:"
      f" {doppler:.5f} eV")

print("finished without a failed check")
```

Output:

```
Hund ground terms (A/zeta from the highest interval of projected V):
  Sn12+ 4d2: L = 3, S = 1.0, A/zeta = 0.5000
  Sn11+ 4d3: L = 3, S = 1.5, A/zeta = 0.3333
  Sn10+ 4d4: L = 2, S = 2.0, A/zeta = 0.2500
  Sn9+ 4d5: L = 0, S = 2.5, A/zeta = 0.0000
  Sn6+ 4d8: L = 3, S = 1.0, A/zeta = -0.5000
terms checked: 50; with two or more nonzero intervals: 14
inputs: zeta = 0.65 eV, F2 = 12.0 eV, F4 = 8.0 eV
A of 3F = 0.3250 eV
gap 3F to 1D = 2.0408 eV
gap 3F to 3P = 2.3129 eV
gap 3F to 1G = 3.1202 eV
squared mixing 3F2-1D2 = 2.4000 zeta^2, 3F4-1G4 = 1.0000 zeta^2
J = 2: first-order shift -1.3000 eV, full 4d2 shift -1.5959 eV, 3F weight 0.9169
J = 3: first-order shift -0.3250 eV, full 4d2 shift -0.3250 eV, 3F weight 1.0000
J = 4: first-order shift 0.9750 eV, full 4d2 shift 0.7934 eV, 3F weight 0.9276
intervals in eV:            E3-E2    E4-E3    ratio
  first order (rule)         0.9750   1.3000   1.3333
  second order               1.4719   1.1646   0.7912
  full 4d2                   1.2709   1.1184   0.8800
  full, F2 and F4 x 0.85     1.2988   1.0776   0.8297
full minus rule: 30.3 % for E3-E2, -14.0 % for E4-E3
ratio (E4-E3)/(E3-E2) from full 4d2 as zeta changes (rule: 4/3):
  zeta = 0.0065 eV: ratio = 1.3252
  zeta = 0.0650 eV: ratio = 1.2587
  zeta = 0.2000 eV: ratio = 1.1377
  zeta = 0.6500 eV: ratio = 0.8800
photon energy at 13.5 nm = 91.840 eV
2 % band: 13.365 to 13.635 nm
lines, rule: to J=2 13.358 nm, to J=3 13.500 nm, to J=4 13.694 nm
lines, full 4d2: to J=2 13.316 nm, to J=3 13.500 nm, to J=4 13.666 nm
bound on magnetic scale between 4d electrons (Q = 13): 0.0250 eV
Doppler full width at ion temperature 30 eV, mass 119 u: 0.00356 eV
finished without a failed check
```
